**Two-state trap: occupation after stress and recovery**

The program tests the formula $P=(1-e^{-t_s/\tau_c})\,e^{-t_r/\tau_e}$ for a trap that starts empty. Here $t_s$ and $t_r$ are the stress and recovery durations, $\tau_c$ is the capture time at the stress bias, and $\tau_e$ is the emission time at the recovery bias. It asserts that the formula agrees with the matrix exponential of the two-state rate matrix and, within statistical error, with a simulation of 400000 traps with exponential waiting times. It also asserts the general one-phase solution, the effect of a full initial state, and upper bounds on the effects of emission during stress and capture during recovery, including cases where these processes are strong. For 1 ms, 10 s, 5 ms and 2 s the output gives an occupation of 0.993 after stress and 0.813 after recovery. With an emission time of 10 s at the stress bias and a capture time of 1000 s at the recovery bias, the final value changes by about 0.0001. If the same two times hold in both phases, the occupation rises to 0.9999 and there is no recovery.

## Numerical check

```python
"""Occupation of a two-state trap after bias stress and recovery.

Result under test, for a trap that starts empty:
    P = (1 - exp(-t_stress/tau_c)) * exp(-t_rec/tau_e)
tau_c : mean capture time of the empty trap at the stress bias
tau_e : mean emission time of the occupied trap at the recovery bias
Emission during stress and capture during recovery are neglected in P;
bounds on their effect are tested as well.
Independent roads: matrix exponential of the rate matrix, and a stochastic
simulation of single traps with exponential waiting times.
A phase is a tuple (capture time, emission time, duration), all in seconds.
"""
import numpy as np
from scipy.linalg import expm

NEVER = np.inf


def relax(p_start, capture, emission, duration):
    """Closed-form occupation after one phase with constant finite times."""
    p_inf = emission / (capture + emission)
    rate = 1 / capture + 1 / emission
    return p_inf + (p_start - p_inf) * np.exp(-rate * duration)


def by_matrix(phases, p_start=0.0):
    """Occupation from the matrix exponential of the master equation."""
    prob = np.array([1 - p_start, p_start])
    for capture, emission, duration in phases:
        c, e = 1 / capture, 1 / emission
        prob = expm(np.array([[-c, e], [c, -e]]) * duration) @ prob
    return prob[1]


def by_simulation(phases, count, rng):
    """Occupied fraction of many traps that start empty and jump at random."""
    occupied = np.zeros(count, dtype=bool)
    for capture, emission, duration in phases:
        left = np.full(count, duration)
        active = np.arange(count)
        while active.size:
            mean_wait = np.where(occupied[active], emission, capture)
            wait = rng.standard_exponential(active.size) * mean_wait
            jumps = wait < left[active]
            left[active] -= wait
            active = active[jumps]
            occupied[active] = ~occupied[active]
    return occupied.mean()


def loss_bound(tau_c, t_stress, emission_at_stress):
    """Upper bound on occupation lost by emission, at the end of stress."""
    x = np.exp(-t_stress / tau_c)
    return (tau_c * (1 - x) - t_stress * x) / emission_at_stress


def gain_bound(p_stress, tau_e, t_rec, capture_at_recovery):
    """Upper bound on occupation gained by capture during recovery."""
    y = np.exp(-t_rec / tau_e)
    return (tau_e * (1 - y) - p_stress * t_rec * y) / capture_at_recovery


tau_c, tau_e = 1e-3, 10.0
t_stress, t_rec = 5e-3, 2.0
rng = np.random.default_rng(12345)
count = 400_000

# Main result
p_stress = 1 - np.exp(-t_stress / tau_c)
survival = np.exp(-t_rec / tau_e)
p_final = p_stress * survival
ideal = [(tau_c, NEVER, t_stress), (NEVER, tau_e, t_rec)]
p_matrix = by_matrix(ideal)
p_sim = by_simulation(ideal, count, rng)
sim_error = np.sqrt(p_sim * (1 - p_sim) / count)
assert abs(by_matrix(ideal[:1]) - p_stress) < 1e-10
assert abs(p_matrix - p_final) < 1e-10
assert abs(p_sim - p_final) < 5 * sim_error  # statistical tolerance

# General one-phase solution where capture and emission both matter
mixed = [(1.0, 2.0, 1.5), (3.0, 0.7, 0.8)]
p_mixed = 0.0
for phase in mixed:
    p_mixed = relax(p_mixed, *phase)
assert abs(p_mixed - by_matrix(mixed)) < 1e-10
assert abs(p_mixed - by_simulation(mixed, count, rng)) < 5 * 0.5 / count**0.5

# Neglected processes: chosen round times for the example
e_stress, c_rec = 10.0, 1000.0
loss_max = loss_bound(tau_c, t_stress, e_stress) * survival
gain_max = gain_bound(p_stress, tau_e, t_rec, c_rec)
loss = p_final - by_matrix([(tau_c, e_stress, t_stress), ideal[1]])
gain = by_matrix([ideal[0], (c_rec, tau_e, t_rec)]) - p_final
p_all = by_matrix([(tau_c, e_stress, t_stress), (c_rec, tau_e, t_rec)])
assert 0 < loss <= loss_max and loss > 0.99 * loss_max
assert 0 < gain <= gain_max and gain > 0.99 * gain_max
# The bounds must also hold when the neglected process is strong
for strong in (0.3, 1.0, 5.0):
    e_now, c_now = strong * tau_c, strong * tau_e
    lost = p_final - by_matrix([(tau_c, e_now, t_stress), ideal[1]])
    won = by_matrix([ideal[0], (c_now, tau_e, t_rec)]) - p_final
    assert 0 < lost < loss_bound(tau_c, t_stress, e_now) * survival
    assert 0 < won < gain_bound(p_stress, tau_e, t_rec, c_now)

# Influence of the initial state: trap full instead of empty
start_effect = np.exp(-t_stress / tau_c - t_rec / tau_e)
assert abs(by_matrix(ideal, 1.0) - p_matrix - start_effect) < 1e-10

# Literal reading: the same two times in both phases gives no recovery
same = [(tau_c, tau_e, t_stress), (tau_c, tau_e, t_rec)]
same_stress = relax(0.0, *same[0])
same_final = relax(same_stress, *same[1])
assert abs(same_final - by_matrix(same)) < 1e-9
assert by_matrix(same) > by_matrix(same[:1])
same_sim = by_simulation(same, count, rng)
same_error = np.sqrt(same_final * (1 - same_final) / count)
assert abs(same_sim - same_final) < 6 * same_error

print(f"capture time at stress bias: {tau_c * 1e3:.0f} ms")
print(f"emission time at recovery bias: {tau_e:.0f} s")
print(f"stress duration: {t_stress * 1e3:.0f} ms")
print(f"recovery duration: {t_rec:.0f} s")
print(f"stress duration / capture time: {t_stress / tau_c:.1f}")
print(f"recovery duration / emission time: {t_rec / tau_e:.1f}")
print(f"exp(-stress/capture): {np.exp(-t_stress / tau_c):.6f}")
print(f"occupation after stress: {p_stress:.6f}")
print(f"surviving fraction in recovery: {survival:.6f}")
print(f"final occupation, formula: {p_final:.6f}")
print(f"final occupation, formula: {100 * p_final:.1f} %")
print(f"final occupation, rate matrix: {p_matrix:.6f}")
print(f"number of simulated traps: {count}")
print(f"final occupation, simulation: {p_sim:.4f}")
print(f"standard error of simulation: {sim_error:.4f}")
print("Neglected processes")
print(f"assumed emission time at stress bias: {e_stress:.0f} s")
print(f"assumed capture time at recovery bias: {c_rec:.0f} s")
print(f"bound on final loss by emission in stress: {loss_max:.3e}")
print(f"actual final loss: {loss:.3e}")
print(f"bound on gain by capture in recovery: {gain_max:.3e}")
print(f"actual gain: {gain:.3e}")
print(f"final occupation with all processes: {p_all:.6f}")
print(f"increase if trap starts full: {start_effect:.6f}")
print("Same two times in both phases (no recovery)")
print(f"occupation after stress: {same_stress:.6f}")
print(f"occupation after 'recovery': {same_final:.6f}")
print(f"same, simulation: {same_sim:.6f}")
print("checks complete")
```

It prints:

```
capture time at stress bias: 1 ms
emission time at recovery bias: 10 s
stress duration: 5 ms
recovery duration: 2 s
stress duration / capture time: 5.0
recovery duration / emission time: 0.2
exp(-stress/capture): 0.006738
occupation after stress: 0.993262
surviving fraction in recovery: 0.818731
final occupation, formula: 0.813214
final occupation, formula: 81.3 %
final occupation, rate matrix: 0.813214
number of simulated traps: 400000
final occupation, simulation: 0.8129
standard error of simulation: 0.0006
Neglected processes
assumed emission time at stress bias: 10 s
assumed capture time at recovery bias: 1000 s
bound on final loss by emission in stress: 7.856e-05
actual final loss: 7.856e-05
bound on gain by capture in recovery: 1.863e-04
actual gain: 1.861e-04
final occupation with all processes: 0.813322
increase if trap starts full: 0.005517
Same two times in both phases (no recovery)
occupation after stress: 0.993166
occupation after 'recovery': 0.999900
same, simulation: 0.999912
checks complete
```
